# Optical depth and thermal spreading in pulsed heating of silicon

## Problem

A 308 nm laser pulse strikes the flat face of a thick silicon wafer. The light intensity inside falls as \(e^{-z/\delta}\), where \(z\) is the depth below the face and \(\delta=7\) nm is the optical depth. The pulse is square and lasts \(\tau=30\) ns. The thermal diffusivity is taken as \(D=0.1\) cm²/s and the heat capacity per volume as \(C=2.3\) J/(cm³ K), both rough values for hot silicon. The conductivity is then \(k=CD=0.23\) W/(cm K).

1. How thick is the heated layer at the end of the pulse, and which of the two processes, absorption or conduction, sets it?
2. How does the surface temperature depend on \(\delta\), \(D\) and time?
3. What absorbed fluence takes the surface from 300 K to the melting temperature, roughly 1700 K? What incident fluence is that if the reflectivity is about 0.6?

The wafer is treated as a half-space heated uniformly across its face, so heat flows along \(z\) alone. The properties are constant, no heat leaves through the face, and light becomes heat where it is absorbed. The calculation stops when melting begins.

## First estimate by scaling

In a time \(t\), diffusion carries heat over a distance of order \(\sqrt{Dt}\). For the whole pulse,

\[
L=\sqrt{D\tau}=\sqrt{(0.1\ \mathrm{cm^2/s})(30\times10^{-9}\ \mathrm{s})}
=5.48\times10^{-5}\ \mathrm{cm}=0.55\ \mu\mathrm{m}.
\]

If the spreading length is defined as \(2\sqrt{D\tau}\) instead, it is 1.1 µm here. With the first convention \(L/\delta=78\), and with either one the heat travels far beyond the layer that absorbs the light.

Conduction becomes important when \(\sqrt{Dt}\) reaches \(\delta\), at the time

\[
t_c=\frac{\delta^2}{D}=\frac{(7\times10^{-7}\ \mathrm{cm})^2}{0.1\ \mathrm{cm^2/s}}=4.9\ \mathrm{ps}.
\]

The pulse is about 6100 times longer, so the optical layer loses heat during nearly all of it.

For the fluence, suppose that a layer of thickness \(L\) is heated uniformly by \(\Delta T=1400\) K:

\[
F_{\rm est}=CL\,\Delta T=(2.3)(5.48\times10^{-5})(1400)\ \mathrm{J/cm^2}\approx0.18\ \mathrm{J/cm^2}.
\]

Scaling cannot supply the numerical factor in this result, nor the one in the correction due to \(\delta\).

## Exact solution of the model

Let \(\theta(z,t)\) be the temperature rise and \(I\) the absorbed intensity, meaning the power per area that enters the solid. The power absorbed per volume is \((I/\delta)e^{-z/\delta}\), whose integral over depth is \(I\). Dividing the heat balance by \(C\) gives

\[
\frac{\partial\theta}{\partial t}=D\frac{\partial^2\theta}{\partial z^2}+\frac{I}{C\delta}e^{-z/\delta},\qquad
\left.\frac{\partial\theta}{\partial z}\right|_{z=0}=0,\qquad \theta(z,0)=0 .
\]

### Thickness of the heated layer

Define \(M_0=\int_0^\infty\theta\,dz\) and \(M_2=\int_0^\infty z^2\theta\,dz\). The ratio \(M_2/M_0\) is the mean square depth of the deposited heat.

Integrate the heat equation over depth. The conduction term gives \(D[\partial\theta/\partial z]_0^\infty=0\), since the gradient vanishes at the face and far inside. Hence \(dM_0/dt=I/C\), and \(M_0=It/C\).

Now multiply by \(z^2\) before integrating. Two integrations by parts give

\[
\int_0^\infty z^2\frac{\partial^2\theta}{\partial z^2}dz
=\left[z^2\frac{\partial\theta}{\partial z}-2z\theta\right]_0^\infty+2\int_0^\infty\theta\,dz=2M_0 .
\]

The bracket vanishes at \(z=0\) because of the powers of \(z\), and at infinity because \(\theta\) decays rapidly. The source contributes \((I/C\delta)\int_0^\infty z^2e^{-z/\delta}dz=2\delta^2I/C\). Therefore

\[
\frac{dM_2}{dt}=\frac{2DIt}{C}+\frac{2\delta^2I}{C},\qquad
M_2=\frac{I}{C}\left(Dt^2+2\delta^2t\right),
\]

\[
\langle z^2\rangle=\frac{M_2}{M_0}=Dt+2\delta^2 .
\]

This gives \(\sqrt{D\tau}\) a definite meaning: for constant intensity it is the root-mean-square depth of the heat, apart from the optical term. Here \(D\tau=3.0\times10^5\) nm² while \(2\delta^2=98\) nm². The rms depth is 548 nm, and absorption has almost no influence on it.

### Response to a short flash

To find the surface temperature, first let a heat \(Q\) per area be released at one instant in the plane \(z=z'\). In an infinite solid, after a time \(u\), it would produce the rise

\[
\frac{Q}{C}\,\frac{e^{-(z-z')^2/4Du}}{\sqrt{4\pi Du}} .
\]

An equal mirror source at \(-z'\) makes the gradient vanish at \(z=0\), as the insulated face requires. At the face the two contributions are equal, so the surface rise is

\[
\theta(0,u)=\frac{Q}{C}\,\frac{e^{-z'^2/4Du}}{\sqrt{\pi Du}} .
\]

A flash of light distributes \(Q\) over depth with weight \(e^{-z'/\delta}/\delta\). Put \(s=\sqrt{Du}/\delta\) and complete the square:

\[
\frac{z'^2}{4Du}+\frac{z'}{\delta}=\left(\frac{z'}{2\sqrt{Du}}+s\right)^2-s^2 .
\]

With \(y=z'/(2\sqrt{Du})+s\), so that \(dz'=2\sqrt{Du}\,dy\), the average over depth becomes

\[
\theta(0,u)=\frac{Q}{C\delta}\,e^{s^2}\frac{2}{\sqrt\pi}\int_s^\infty e^{-y^2}dy
=\frac{Q}{C\delta}\,w(s),\qquad w(s)=e^{s^2}\operatorname{erfc}(s).
\]

At \(u=0\), \(w=1\) and the rise is \(Q/(C\delta)\), the value before any heat has moved.

### Response to the pulse

The constant pulse is a succession of flashes with \(Q=I\,du\), where \(u\) is the time since each flash. Since \(u=\delta^2s^2/D\), we have \(du=(2\delta^2/D)s\,ds\). With \(S=\sqrt{Dt}/\delta\),

\[
\theta(0,t)=\frac{I}{C\delta}\int_0^t w\,du=\frac{I\delta}{k}\int_0^S2s\,w(s)\,ds .
\]

Differentiating \(w\) gives \(w'=2sw-2/\sqrt\pi\). The integrand is thus \(w'+2/\sqrt\pi\), and its integral is \(w(S)-1+2S/\sqrt\pi\). The result is

\[
\theta(0,t)=\frac{I}{k}\,g(t),\qquad
g(t)=2\sqrt{\frac{Dt}{\pi}}-\delta\left[1-e^{S^2}\operatorname{erfc}(S)\right].
\]

The length \(g\) converts the gradient \(I/k\) into a surface rise.

### The two limits

For \(S\ll1\), multiplying the series of \(e^{S^2}\) and \(\operatorname{erfc}(S)\) gives

\[
w(S)=1-\frac{2S}{\sqrt\pi}+S^2-\frac{4S^3}{3\sqrt\pi}+\dots
\]

The constant and linear terms cancel in \(g\), leaving

\[
\theta(0,t)=\frac{It}{C\delta}\left(1-\frac{4S}{3\sqrt\pi}+\dots\right).
\]

The leading term is heating without conduction. At \(t=t_c\), where \(S=1\), the full formula gives 0.556 of that value, so conduction has already removed a large part of the rise.

For \(S\gg1\), \(w(S)\approx1/(\sqrt\pi S)\) tends to zero and

\[
\theta(0,t)\approx\frac{I}{k}\left(2\sqrt{\frac{Dt}{\pi}}-\delta\right).
\]

The first term is the result for heat supplied at the surface itself. The finite optical depth lowers it by the fraction \(\sqrt\pi\,\delta/(2\sqrt{Dt})\) to leading order.

## Numbers and comparison

At the end of the pulse the surface-source term is \(2L/\sqrt\pi=618\) nm, and the full formula gives \(g=611\) nm. The optical depth therefore lowers the surface rise by 1.1% of its surface-source value.

The absorbed fluence is \(F=I\tau\). Setting \(\theta(0,\tau)=\Delta T\) gives

\[
F=\frac{k\tau\,\Delta T}{g}
=\frac{(0.23)(30\times10^{-9})(1400)}{6.11\times10^{-5}}\ \mathrm{J/cm^2}
=0.158\ \mathrm{J/cm^2}.
\]

The corresponding absorbed intensity is 5.3 MW/cm². With reflectivity 0.6, a fraction 0.4 of the light enters, and the incident fluence is \(0.158/0.4\approx0.40\) J/cm². With inputs this rough, the answers are about 0.16 J/cm² absorbed and 0.4 J/cm² incident; the third digit of 0.158 serves only for comparisons within the model.

The scaling estimate exceeds the exact model result by the factor

\[
\frac{F_{\rm est}}{F}=\frac{CL\Delta T}{CL^2\Delta T/g}=\frac gL=\frac{611}{548}=1.12 .
\]

It had the right dependence on \(C\), \(\Delta T\) and \(L\), and missed a factor close to \(\sqrt\pi/2\).

Using the optical depth as the heated thickness would instead give

\[
C\delta\,\Delta T=(2.3)(7\times10^{-7})(1400)\ \mathrm{J/cm^2}=0.00225\ \mathrm{J/cm^2},
\]

which is too small by a factor of 70. The two regimes also depend differently on pulse length. At fixed material properties and fixed \(\Delta T\), the required fluence is independent of \(\tau\) for \(\tau\ll t_c\), and grows as \(\sqrt\tau\) for \(\tau\gg t_c\).

The heat distribution shows the same thing. The temperature gradient cannot exceed \(I/k=\Delta T/g=1400/611=2.3\) K/nm, so the temperature changes by at most about 16 K across the optical depth. That layer is nearly uniform, and its share of the deposited heat is approximately

\[
\frac{C\delta\,\theta(0,\tau)}{I\tau}=\frac{\delta g}{D\tau}
=\frac{(7)(611)}{3.0\times10^5}\approx1.4\%.
\]

Without conduction the share would be \(1-e^{-1}=63\%\). A finite-volume solution of the heat equation gives a rise at depth \(L\) equal to 0.36 of the surface rise, so \(L\) marks a gradual decline, not an edge.

## How far the model can be trusted for silicon

The chosen diffusivity belongs to hot silicon. Near room temperature, rough values \(k=1.5\) W/(cm K) and \(C=1.65\) J/(cm³ K) give a spreading length of about 1.6 to 1.7 µm for the same pulse. To size this effect, let \(k\) fall from 1.5 W/(cm K) at 300 K to 0.23 W/(cm K) at 1700 K as \(T^{-1.08}\), with \(C\) held at 2.3 J/(cm³ K). A finite-volume solution then requires 0.21 J/cm² absorbed, or 0.52 J/cm² incident, about a third more than with constant \(k\). This figure overstates the effect in real silicon: the power law matches the conductivity only at its two ends and lies above measured values in between (0.41 against roughly 0.31 W/(cm K) at 1000 K), and \(C\) is smaller than 2.3 J/(cm³ K) while the silicon is still cool. Both simplifications raise the computed threshold. The example describes crystalline silicon; a layer amorphized by implantation needs its own conductivity and melting temperature.

The pulse shape matters too. With constant properties and equal fluence, a Gaussian pulse of 30 ns full width at half maximum gives a peak surface rise 0.78 times that of the square pulse, again from a finite-volume solution. Since the constant-property model is linear, its threshold fluence is multiplied by \(1/0.784=1.28\), an increase of 28%.

A less visible assumption is that light becomes heat where it is absorbed. A 308 nm photon carries 4.03 eV, of which roughly 1.1 eV, or 27%, is stored as the gap energy of an electron–hole pair until the pair recombines. Let \(n\) be the pair density, \(D_a\approx5\) cm²/s the pair diffusivity, and \(A\approx4\times10^{-31}\) cm⁶/s the Auger coefficient, all as rough constants. In a steady state below the thin absorbing layer,

\[
D_a\frac{d^2n}{dz^2}=An^3 .
\]

Multiply by \(dn/dz\) and integrate, with \(n\) and its gradient vanishing at great depth:

\[
\frac{D_a}{2}\left(\frac{dn}{dz}\right)^2=\frac{A}{4}n^4,\qquad
\frac{dn}{dz}=-\sqrt{\frac{A}{2D_a}}\,n^2 .
\]

The negative sign selects the decaying solution. A second integration gives

\[
n=\frac{n_0}{1+z/\ell},\qquad \ell=\frac1{n_0}\sqrt{\frac{2D_a}{A}} .
\]

If each photon makes one pair, the pair flux at the surface is \(G=I/h\nu\), with \(h\nu\) the photon energy. Equating it to \(D_an_0/\ell\) gives \(n_0^2=G\sqrt{2/(D_aA)}\). At the threshold intensity found above, \(n_0\approx9\times10^{19}\) cm⁻³ and \(\ell\approx0.55\) µm. The Auger time at the surface, \(1/(An_0^2)\approx0.3\) ns, is short compared with the pulse, which supports the steady state there.

The recombination heat is proportional to \(n^3\). Its normalized profile is \((2/\ell)(1+z/\ell)^{-3}\), with mean depth

\[
\ell\int_0^\infty\frac{2x\,dx}{(1+x)^3}=\ell .
\]

This is the steady value. Deep in the solid recombination is slow and the profile is still filling when the pulse ends, so the actual mean depth is somewhat smaller. The near equality of \(\ell\) and \(L\) is a coincidence of these numbers, since \(\ell\) depends on intensity and \(L\) does not.

Heat released steadily at depth \(z\) warms the surface less than heat released at \(z=0\). Integrating the plane-source response over the pulse gives the replacement for \(g\),

\[
h(z)=\frac{2L}{\sqrt\pi}e^{-z^2/4L^2}-z\,\operatorname{erfc}\!\left(\frac{z}{2L}\right).
\]

Averaging \(h\) over the recombination profile by numerical quadrature, and applying the reduction to 27% of the energy, lowers the surface rise by about 11%. This is a rough estimate: it omits gap narrowing, the kinetic energy carried by the pairs, the pairs generated thermally (whose equilibrium density near 1700 K is comparable with \(n_0\)), and changes of \(D_a\) and \(A\) with temperature and density. With these constants it is about ten times the optical-depth correction. The estimate is proportional to the gap, so the gap of roughly 0.6 eV near melting would reduce it to about 6%, still several times that correction. The 1.1% figure is therefore not the accuracy of the model.

Even before recombination, carriers with this diffusivity travel about 22 nm in 1 ps, farther than \(\delta\) but still a small fraction of \(L\). The crossover at 4.9 ps is accordingly a property of the heat equation, not a reliable picture of silicon on that time scale.

Radiation from the face is negligible: a black body at 1700 K emits 47 W/cm², against 5.3 MW/cm² absorbed. Melting is not negligible once it starts. With a rough latent heat of 4200 J/cm³, a 100 nm melt takes \((4200)(10^{-5})=0.042\) J/cm² in latent heat alone, and a calculation of melt depth must include the moving boundary and the properties of the liquid.
